# Quantum Capacitance of a Two-Dimensional Electron Gas Behind a 3 nm Dielectric

## Problem

A capacitor has a dielectric of thickness $d=3\ \mathrm{nm}$ and relative permittivity $k=2.5$. One plate is an ideal metal. The other is a two-dimensional electron gas (2DEG) with one parabolic band of free-electron mass $m$ and spin degeneracy 2. Show that the finite density of states of the 2DEG lowers the capacitance by about 1.1 percent, relative to the same capacitor with two ideal metal plates.

The following assumptions belong to the statement.

- The 2DEG is a sheet of zero thickness, lying at the surface of the dielectric.
- Its electrons are independent, apart from the mean electrostatic field.
- The temperature is so low that $k_BT$ is far below the Fermi energy.
- In the ideal metal, the chemical potential measured from the local electrostatic energy does not change with charge, and the charge sits at the surface.

All capacitances, energies $u$ and electron numbers $n$ are per unit area. The elementary charge $e$ is positive. Wave vectors are called $q$, since $k$ is the permittivity.

## A tempting solution

Take a periodic square of side $L$. The allowed wave vectors are $(2\pi/L)(i,j)$ with integer $i,j$, so each occupies an area $(2\pi/L)^2$ in the plane of wave vectors. Filling a disc of radius $q_F$ with two electrons per wave vector gives

$$
n=\frac{2}{L^2}\,\frac{\pi q_F^2}{(2\pi/L)^2}=\frac{q_F^2}{2\pi}.
$$

The Fermi energy, measured from the band bottom, is therefore

$$
E_F=\frac{\hbar^2q_F^2}{2m}=\frac{\pi\hbar^2}{m}\,n=\frac{n}{D},\qquad D=\frac{m}{\pi\hbar^2}.
$$

The density of states $D=dn/dE_F$ does not depend on energy. The kinetic energy is

$$
u_{\rm kin}=\int_0^{E_F}E\,D\,dE=\frac{DE_F^2}{2}=\frac{n^2}{2D},
$$

which is $E_F/2$ per electron.

Now the voltage. The geometric capacitance is $C_g=\varepsilon_0k/d$, and a charge $en$ needs the electrostatic voltage $en/C_g$. The source must also provide the kinetic energy of the electrons, on average $E_F/2$ each. So it seems that

$$
eV=\frac{e^2n}{C_g}+\frac{E_F}{2}=\frac{e^2n}{C_g}+\frac{n}{2D}\qquad\text{(wrong)}.
$$

With the abbreviation $x=C_g/(e^2D)$, this gives $V=(en/C_g)(1+x/2)$. The capacitance $en/V$ is then $C_g/(1+x/2)$, and the fractional loss is $(x/2)/(1+x/2)$. For the given capacitor $x=0.0110$, as computed below, so the loss would be 0.55 percent, half of what was to be shown.

## Where it fails

The counting of states and the kinetic energy are correct. The fault is in the voltage equation, which adds two different kinds of quantity. The term $e^2n/C_g$ is the electrostatic cost of adding one more electron. The term $E_F/2$ is an average over the electrons already present. The next electron finds all states below $E_F$ occupied and must enter at $E_F$.

An energy balance exposes the error. While the capacitor is charged slowly from zero to $n$, the source does the work $\int_0^n eV(n')\,dn'$. With the wrong voltage this is

$$
\int_0^n\left(\frac{e^2n'}{C_g}+\frac{n'}{2D}\right)dn'=\frac{e^2n^2}{2C_g}+\frac{n^2}{4D}.
$$

The stored kinetic energy, however, is $n^2/(2D)$. An amount $n^2/(4D)$ would have come from nowhere.

## The right solution

**Electrostatic part.** Let the 2DEG carry the charge $-en$ and the metal $+en$. The capacitor as a whole is neutral, so the field is confined to the dielectric. By Gauss's law its magnitude is

$$
F=\frac{en}{\varepsilon_0k}.
$$

The metal lies at the higher electrostatic potential, by $Fd=en/C_g$. The field energy is

$$
u_{\rm field}=\frac{\varepsilon_0k}{2}F^2d=\frac{e^2n^2d}{2\varepsilon_0k}=\frac{e^2n^2}{2C_g}.
$$

**What the voltage measures.** A voltmeter or a battery senses the difference of electrochemical potentials, which is the energy needed to move one electron from one plate to the other through the external circuit. It does not sense the electrostatic potential difference alone. Count $V$ as positive when the metal is the positive terminal, and measure it from the threshold at which the 2DEG begins to fill. A constant difference of work functions shifts this threshold and drops out of the differential capacitance $d(en)/dV$.

**Equilibrium.** When $n$ electrons have passed from the metal to the 2DEG, the source has delivered the energy $eVn$. At fixed $V$ and zero temperature the electron number minimizes

$$
u(n)=\frac{e^2n^2}{2C_g}+\frac{n^2}{2D}-eVn .
$$

Setting the derivative to zero gives

$$
eV=\frac{e^2n}{C_g}+\frac{n}{D}=\frac{e^2n}{C_g}+E_F(n).
$$

The second derivative, $e^2/C_g+1/D$, is positive, so this is a minimum. The derivative of $n^2/(2D)$ has produced the full $E_F$, not $E_F/2$, and the energy balance of slow charging now closes: with $V$ rising along with $n$, the source does the work $\int_0^n eV(n')\,dn'=e^2n^2/(2C_g)+n^2/(2D)$, which is the stored energy. (A source held at the final $V$ throughout delivers $eVn$, twice as much; the other half is dissipated.)

**Series law.** Divide by $e$ and differentiate with respect to the charge $en$:

$$
\frac1C=\frac{dV}{d(en)}=\frac{1}{C_g}+\frac{1}{e^2D}=\frac1{C_g}+\frac1{C_q},\qquad C_q=e^2D=\frac{e^2m}{\pi\hbar^2}.
$$

This $C_q$ is the quantum capacitance. The formula is that of two capacitors in series because two voltages add for the same charge. There is no second gap with a field in it; the second voltage is the rise of the Fermi energy above the band bottom. Since $V$ is proportional to $n$ in this model, the ratio $en/V$ has the same value as $d(en)/dV$.

**The loss in terms of lengths.** The Bohr radius is $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$, so

$$
\frac{\varepsilon_0}{C_q}=\frac{\pi\varepsilon_0\hbar^2}{me^2}=\frac{a_0}{4}.
$$

It follows that

$$
x=\frac{C_g}{C_q}=\frac{\varepsilon_0k}{d}\,\frac{a_0}{4\varepsilon_0}=\frac{ka_0}{4d}.
$$

From the series law, $C=C_g/(1+x)$, and the fractional loss is

$$
\frac{C_g-C}{C_g}=1-\frac1{1+x}=\frac{x}{1+x}=\frac{1}{1+4d/(ka_0)} .
$$

**Numbers.** With $a_0=0.052918\ \mathrm{nm}$,

$$
x=\frac{2.5\times0.052918\ \mathrm{nm}}{4\times3.0\ \mathrm{nm}}=0.01102,\qquad
\frac{x}{1+x}=\frac{0.01102}{1.01102}=0.0109 .
$$

The loss is 1.09 percent, or about 1.1 percent, as was to be shown. The capacitances are $C_g=0.007378\ \mathrm{F/m^2}$ and $C_q=0.6693\ \mathrm{F/m^2}$, which combine to $C=0.007298\ \mathrm{F/m^2}$, or $0.7298\ \mathrm{\mu F/cm^2}$.

The derivation replaced sums over discrete levels by integrals. The numerical output below includes a direct minimization of the total energy over the plane-wave levels of a finite periodic square. It gives a loss of 1.0904 percent, in agreement with the formula and clearly apart from the 0.55 percent of the tempting solution.

## Reading the result

Take $V=1\ \mathrm{V}$ above threshold. The electron density is $n=CV/e=4.555\times10^{16}\ \mathrm{m^{-2}}$, and the density of states is $D=4.177\times10^{18}\ \mathrm{eV^{-1}\,m^{-2}}$. Hence

$$
E_F=\frac{4.555\times10^{16}}{4.177\times10^{18}}\ \mathrm{eV}=10.9\ \mathrm{meV}.
$$

Of the 1000 mV applied, 989.1 mV drop across the dielectric and 10.9 mV fill the band. The fractional loss can be read from this division: the equilibrium condition gives $en/C_g=V-E_F/e$, and therefore $C/C_g=1-E_F/(eV)$.

The series law can also be written as

$$
\frac1C=\frac{d+ka_0/4}{\varepsilon_0k}.
$$

Band filling acts like an added dielectric thickness $ka_0/4=0.033\ \mathrm{nm}$. This length sets a strict standard for the assumption of a sheet at the surface. If the electrons sat a fixed 0.033 nm deeper, in a medium of the same permittivity, this displacement would cost as much capacitance as the band filling does.

For $d\gg ka_0/4$ the loss tends to $ka_0/(4d)$ and vanishes for thick dielectrics. At fixed thickness it grows with $k$, because a larger $C_g$ puts more charge into the band at the same voltage. With $k=25$ and $d=3\ \mathrm{nm}$, $x$ is ten times larger, 0.110, and the loss is $0.110/1.110$, or 9.9 percent. The low permittivity in the problem is one reason why the effect is small.

## Two 2DEG plates

The figure of 1.1 percent refers to one 2DEG plate. Suppose that both plates are such gases, each with density $n_0$ at $V=0$ and neutralized by a fixed background. Move $\delta<n_0$ electrons per area from one to the other. The Fermi energy of the receiving plate rises to $(n_0+\delta)/D$, and that of the other falls to $(n_0-\delta)/D$. The voltage must cover the difference:

$$
eV=\frac{e^2\delta}{C_g}+\frac{n_0+\delta}{D}-\frac{n_0-\delta}{D}=\frac{e^2\delta}{C_g}+\frac{2\delta}{D}.
$$

Thus $1/C=1/C_g+2/C_q$, and the loss is $2x/(1+2x)=0.02205/1.02205$, or 2.16 percent.

## Temperature

At temperature $T$ the cost of one more electron is the chemical potential $\mu$, measured from the band bottom. It replaces $E_F$ in the voltage equation. The density is

$$
n=\int_0^\infty\frac{D\,dE}{e^{(E-\mu)/k_BT}+1}
=\Big[-Dk_BT\ln\!\big(1+e^{(\mu-E)/k_BT}\big)\Big]_0^\infty
=Dk_BT\ln\!\big(1+e^{\mu/k_BT}\big).
$$

Differentiation with respect to $\mu$ gives

$$
\frac{dn}{d\mu}=D\,\frac{e^{\mu/k_BT}}{1+e^{\mu/k_BT}}=D\left(1-\frac1{1+e^{\mu/k_BT}}\right).
$$

The expression for $n$ says that $1+e^{\mu/k_BT}=e^{n/(Dk_BT)}$. The quantum capacitance is therefore

$$
C_q(T)=e^2\frac{dn}{d\mu}=e^2D\left[1-e^{-n/(Dk_BT)}\right].
$$

Here $n/D$ is the zero-temperature Fermi energy at the same density. If it is much larger than $k_BT$, the bracket is 1 and the earlier result returns. In the opposite limit the bracket tends to $n/(Dk_BT)$, so that $C_q\to e^2n/(k_BT)$. The quantum capacitance then measures the density of a classical gas, and the mass has dropped out.

Keep $n=4.555\times10^{16}\ \mathrm{m^{-2}}$. At 300 K, $k_BT=25.85\ \mathrm{meV}$ exceeds the 10.9 meV of $n/D$, and the bracket is $1-e^{-10.90/25.85}=0.344$. The loss in differential capacitance becomes

$$
\frac{1}{1+C_q(T)/C_g}=\frac{x/0.344}{1+x/0.344}=0.031,
$$

or 3.1 percent. At 77 K it is 1.35 percent, and at 4 K it is again 1.09 percent. At this density the claim of 1.1 percent is thus a low-temperature statement. At room temperature it needs $n\gg Dk_BT\approx1.1\times10^{17}\ \mathrm{m^{-2}}$. If the voltage alone supplies these electrons, $F=en/(\varepsilon_0k)$ is already 0.78 V/nm at $n=Dk_BT$, where the loss is still 1.7 percent. Bringing the loss down to 1.16 percent takes $3\times10^{17}\ \mathrm{m^{-2}}$ and 2.2 V/nm, above the breakdown field of typical oxides (of order 1 V/nm). At 300 K the condition therefore calls for electrons that are present without a field, neutralized by a fixed background.

## What independent electrons leave out

Electrons of equal spin avoid each other, which lowers their Coulomb energy. This exchange energy depends on density, so it also enters the cost of one more electron. Its size can be estimated in the Hartree-Fock approximation, with the spin degeneracy kept at 2 and the medium of permittivity $k$ on both sides of the sheet.

The Coulomb energy $e^2/(4\pi\varepsilon_0kr)$ has the two-dimensional Fourier transform $e^2/(2\varepsilon_0kp)$ at wave vector $p$. An electron on the Fermi circle, at $\mathbf q_F$, has the exchange energy

$$
\Sigma=-\frac{e^2}{2\varepsilon_0k}\int_{q<q_F}\frac{d^2q}{(2\pi)^2}\,\frac1{|\mathbf q-\mathbf q_F|}.
$$

Use polar coordinates $(p,\theta)$ centred on $\mathbf q_F$, with $\theta$ measured from the direction to the centre of the disc. The disc then extends to $p=2q_F\cos\theta$, and the factor $p$ in $p\,dp\,d\theta$ cancels the denominator:

$$
\int_{-\pi/2}^{\pi/2}d\theta\int_0^{2q_F\cos\theta}dp=\int_{-\pi/2}^{\pi/2}2q_F\cos\theta\,d\theta=4q_F,
\qquad
\Sigma=-\frac{e^2q_F}{2\pi^2\varepsilon_0k}.
$$

Added electrons enter at the Fermi circle, so in this approximation $\mu=n/D+\Sigma$. From $n=q_F^2/(2\pi)$ follows $dq_F/dn=\pi/q_F$, and

$$
D\frac{d\mu}{dn}=1-\frac{m}{\pi\hbar^2}\,\frac{e^2}{2\pi\varepsilon_0kq_F}=1-\frac{2}{\pi a^*q_F},\qquad a^*=ka_0=\frac{4\pi\varepsilon_0k\hbar^2}{me^2}.
$$

With the usual parameter $r_s=1/(a^*\sqrt{\pi n})$ and $q_F=\sqrt{2\pi n}$, one has $a^*q_F=\sqrt2/r_s$. The term $1/C_q$ in the series law is therefore multiplied by

$$
f=1-\frac{\sqrt2}{\pi}\,r_s .
$$

At the density of the example $r_s=20.0$ and $f=-8.0$. The metal plate weakens the interaction through image charges, but including them in the same approximation changes $f$ only to $-7.75$. Exchange is thus not a small correction to the band-filling term. It outweighs it and has the opposite sign. Taken literally, $f=-7.75$ would give $C/C_g=1/(1-7.75\times0.01102)=1.09$, an increase of the capacitance.

That last number is not a prediction. At such a large $r_s$ the Hartree-Fock approximation has no small parameter to support it, correlation is missing, and the spin degeneracy has been imposed. The estimate does show that the independent-electron model is not justified for the total capacitance at this density: the neglected exchange term is about nine times the band-filling term, and correlation does not cancel it. Fits to quantum Monte Carlo energies of the unpolarized two-dimensional gas, without image charges, lower $f$ by about 3.9 more at $r_s=20$, to about $-11.9$. Without image charges, $f$ vanishes at $r_s=\pi/\sqrt2=2.22$, which means $n=3.7\times10^{18}\ \mathrm{m^{-2}}$. This is about 81 times the density of the example, and by $n=CV/e$ it would take about 81 V across 3 nm. That is a field of 27 V/nm, far above the breakdown field of solid dielectrics, so the voltage alone cannot induce that density in this capacitor. A gas that already holds it at zero field, neutralized by a fixed background as in the two-plate case, is not subject to this limit.

The 1.1 percent is accordingly the contribution of the density of states. It is what the Pauli principle and the kinetic energy take from the capacitance at low temperature, before exchange, correlation and the finite thickness of the electron layer are counted.

## Computed results

```
dielectric thickness d = 3.0 nm
relative permittivity k = 2.5
voltage above threshold V = 1.0 V
Bohr radius a0 = 0.052918 nm
density of states D = 4.1773e+18 1/(eV m^2)
geometric capacitance C_g = 0.007378 F/m^2
quantum capacitance C_q = 0.66928 F/m^2
total capacitance C = 0.007298 F/m^2
C_g, converted = 0.7378 uF/cm^2
C_q, converted = 66.928 uF/cm^2
C, converted = 0.7298 uF/cm^2
ratio x = C_g/C_q = 0.011025 (no unit)
fractional loss, formula = 1.0904 percent
fractional loss, level list = 1.0906 percent
fractional loss, energy minimum = 1.0904 percent
extra dielectric thickness k*a0/4 = 0.03307 nm
electron density n = 4.5551e+16 1/m^2
electron density, energy minimum = 4.5551e+16 1/m^2
Fermi energy E_F = 10.904 meV
electrostatic part of voltage = 989.096 mV
band-filling part of voltage = 10.904 mV
loss, two 2DEG plates, formula = 2.1573 percent
loss, two plates, level list = 2.1576 percent
T = 4 K: kB*T = 0.345 meV
T = 4 K: C_q(T)/C_q(0) = 1.0000 (no unit)
T = 4 K: fractional loss = 1.090 percent
T = 77 K: kB*T = 6.635 meV
T = 77 K: C_q(T)/C_q(0) = 0.8067 (no unit)
T = 77 K: fractional loss = 1.348 percent
T = 300 K: kB*T = 25.852 meV
T = 300 K: C_q(T)/C_q(0) = 0.3441 (no unit)
T = 300 K: fractional loss = 3.104 percent
effective Bohr radius k*a0 = 0.13229 nm
r_s at density n = 19.98 (no unit)
exchange factor, no image = -8.00 (no unit)
exchange factor, with image = -7.75 (no unit)
r_s where factor vanishes = 2.221 (no unit)
density where factor vanishes = 3.686e+18 1/m^2
```
